# Levich Limiting Current at a Rotating Disk: Derivation, Correction and Use: a numerical check

```python
"""Levich limiting current at a rotating disk.

Result under test:
    I = K n F A D^(2/3) nu^(-1/6) omega^(1/2) c_bulk
    K = (a/3)^(1/3) / Gamma(4/3)
a: dimensionless radial wall shear of the laminar disk flow
n: electrons per ion, F: Faraday constant, A: disk area
D: diffusivity, nu: kinematic viscosity, omega: angular speed (rad/s)
c_bulk: bulk concentration, Sc = nu/D: Schmidt number
The formula is the leading term for large Sc. Numerical flow tests use
mm and s; the worked example uses cm, s, mol and A.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_bvp
from scipy.linalg import solve_banded
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import gamma, gammainc


def check_similarity_reduction():
    """Insert the similarity velocities into the momentum equations."""
    r, z, nu = sp.symbols("r z nu", positive=True)
    f, g, h = [sp.Function(name)(z) for name in ("f", "g", "h")]
    vr, vt, vz = r * f, r * g, h

    def viscous(v):
        return nu * (sp.diff(r * sp.diff(v, r), r) / r
                     + sp.diff(v, z, 2) - v / r**2)

    radial = (vr * sp.diff(vr, r) + vz * sp.diff(vr, z)
              - vt**2 / r - viscous(vr))
    angular = (vr * sp.diff(vt, r) + vz * sp.diff(vt, z)
               + vr * vt / r - viscous(vt))
    mass = sp.diff(r * vr, r) / r + sp.diff(vz, z)
    radial_ode = f**2 - g**2 + h * f.diff(z) - nu * f.diff(z, 2)
    angular_ode = 2 * f * g + h * g.diff(z) - nu * g.diff(z, 2)
    assert sp.simplify(radial - r * radial_ode) == 0
    assert sp.simplify(angular - r * angular_ode) == 0
    assert sp.simplify(mass - (2 * f + h.diff(z))) == 0


def solve_flow(omega, nu, tol=1e-7):
    """Solve the dimensional flow; rows are f, f', g, g', h."""
    length = np.sqrt(nu / omega)
    z = np.linspace(0.0, 20.0 * length, 301)
    x = z / length
    decay = np.exp(-x)
    guess = np.array([
        0.5 * omega * x * decay,
        0.5 * omega / length * (1 - x) * decay,
        omega * decay,
        -omega / length * decay,
        -np.sqrt(nu * omega) * (1 - (1 + x) * decay)])

    def equations(z, y):
        f, df, g, dg, h = y
        return np.array([df, (f*f - g*g + h*df) / nu,
                         dg, (2*f*g + h*dg) / nu, -2*f])

    def boundary(left, right):
        return np.array([left[0], left[2] - omega, left[4],
                         right[0], right[2]])

    result = solve_bvp(equations, boundary, z, guess,
                       tol=tol, max_nodes=20000)
    assert result.success, result.message
    return result.sol


def solve_concentration(axial_velocity, diffusivity, z_max=0.4, cells=8000):
    """Finite differences for D c'' = v c', c(0)=0, c(z_max)=1."""
    step = z_max / cells
    z = np.linspace(0.0, z_max, cells + 1)
    v = axial_velocity(z[1:-1])
    upper = diffusivity / step**2 - v / (2 * step)
    lower = diffusivity / step**2 + v / (2 * step)
    bands = np.zeros((3, cells - 1))
    bands[0, 1:] = upper[:-1]
    bands[1] = -2 * diffusivity / step**2
    bands[2, :-1] = lower[1:]
    rhs = np.zeros(cells - 1)
    rhs[-1] = -upper[-1]
    c = np.concatenate(([0.0], solve_banded((1, 1), bands, rhs), [1.0]))
    flux = diffusivity * (4 * c[1] - c[2]) / (2 * step)
    return flux, z, c


def finite_disk_flux(disk_radius=15.0, dr=0.25, nr=80, dz=0.05, nz=80):
    """Wall gradient on a disk in an insulating plane, with radial diffusion.

    Lengths are in units of (D sqrt(nu)/(a omega^(3/2)))^(1/3).
    The scaled velocities are RZ outward and -Z^2 along the axis.
    """
    rows, cols, values = [], [], []
    rhs = np.zeros(nr * (nz - 1))

    def add(row, col, value):
        rows.append(row)
        cols.append(col)
        values.append(value)

    for i in range(nr):
        radius = (i + 0.5) * dr
        outward = (i + 1) / (radius * dr) if i < nr - 1 else 0.0
        inward = i / (radius * dr)
        for j in range(1, nz):
            height = j * dz
            k = i * (nz - 1) + j - 1
            up = 1 / dz**2 + height**2 / (2 * dz)
            down = 1 / dz**2 - height**2 / (2 * dz)
            upstream = inward + (radius * height / dr if i > 0 else 0.0)
            diagonal = -2 / dz**2 - outward - upstream
            if j == 1 and radius > disk_radius:
                diagonal += 4 * down / 3
                up -= down / 3
            add(k, k, diagonal)
            if j < nz - 1:
                add(k, k + 1, up)
            else:
                rhs[k] = -up
            if j > 1:
                add(k, k - 1, down)
            if i > 0:
                add(k, k - (nz - 1), upstream)
            if i < nr - 1:
                add(k, k + (nz - 1), outward)
    matrix = coo_matrix((values, (rows, cols))).tocsc()
    c = spsolve(matrix, rhs).reshape(nr, nz - 1)
    radii = (np.arange(nr) + 0.5) * dr
    on_disk = radii < disk_radius
    gradient = (4 * c[:, 0] - c[:, 1]) / (2 * dz)
    return radii[on_disk] / disk_radius, gradient[on_disk]


check_similarity_reduction()

# Universal wall constants and the wall expansion of the axial velocity.
unit_flow = solve_flow(1.0, 1.0, tol=1e-8)
wall = unit_flow(0.0)
a, b = wall[1], -wall[3]
zeta = 0.1
wall_series = -a * zeta**2 + zeta**3 / 3 - b * zeta**4 / 6
assert abs(unit_flow(zeta)[4] - wall_series) < 5e-7
K = (a / 3)**(1 / 3) / gamma(4 / 3)
k_sc = (3 / a)**(1 / 3) * gamma(5 / 3) / (12 * a * gamma(4 / 3))


def levich_transfer(omega, nu, diffusivity):
    """Levich flux divided by bulk concentration."""
    return K * diffusivity**(2/3) * nu**(-1/6) * np.sqrt(omega)


# Leading formula and profile against a solution with parabolic velocity.
test_omega, test_nu, test_D = 16.0, 1.0, 1e-3
parabola = a * test_omega**1.5 / np.sqrt(test_nu)
flux_parabola, z_grid, c_grid = solve_concentration(
    lambda z: -parabola * z**2, test_D)
flux_formula = levich_transfer(test_omega, test_nu, test_D)
assert abs(flux_parabola / flux_formula - 1) < 1e-4
delta_test = test_D / flux_formula
c_at_delta = gammainc(1 / 3, gamma(4 / 3)**3)
assert abs(np.interp(delta_test, z_grid, c_grid) - c_at_delta) < 1e-4

# Full flow: powers and finite-Schmidt correction, all in mm and s.
cases = [(4.0, 1.0, 1e-3), (16.0, 1.0, 1e-3), (64.0, 1.0, 1e-3),
         (16.0, 2.0, 1e-3), (16.0, 1.0, 1e-4)]
full_fluxes = []
largest_error = 0.0
for omega_i, nu_i, D_i in cases:
    flow = solve_flow(omega_i, nu_i)
    flux, _, _ = solve_concentration(lambda z: flow(z)[4], D_i)
    full_fluxes.append(flux)
    corrected = (levich_transfer(omega_i, nu_i, D_i)
                 / (1 + k_sc * (D_i / nu_i)**(1 / 3)))
    largest_error = max(largest_error, abs(flux / corrected - 1))
# The neglected next term is of order Sc^(-2/3), at most 0.01 here.
assert largest_error < 0.003
speed_power = np.log(full_fluxes[2] / full_fluxes[0]) / np.log(16.0)
assert abs(speed_power - 0.5) < 2e-4

# Uniform access away from the edge of a finite disk.
relative_radius, gradient = finite_disk_flux()
expected_gradient = 1 / (3**(1 / 3) * gamma(4 / 3))
inner = relative_radius < 0.8
inner_deviation = np.max(np.abs(gradient[inner] / expected_gradient - 1))
assert inner_deviation < 0.005
assert gradient[-1] > gradient[0]

# Worked example in cm, s, mol and A.
faraday = physical_constants["Faraday constant"][0]
n, D, nu, c_bulk, radius, rpm = 2, 1e-5, 0.01, 1e-5, 0.25, 1600.0
omega = 2 * np.pi * rpm / 60
area = np.pi * radius**2
Sc = nu / D
transfer = levich_transfer(omega, nu, D)
delta = D / transfer
j_levich = n * faraday * c_bulk * transfer
j_corrected = j_levich / (1 + k_sc * Sc**(-1 / 3))
example_flow = solve_flow(omega, 100 * nu)
flux_mm, _, _ = solve_concentration(lambda z: example_flow(z)[4], 100 * D)
j_full = n * faraday * c_bulk * flux_mm / 10
assert abs(j_full / j_corrected - 1) < 0.003
assert j_full < j_levich
viscous_length = np.sqrt(nu / omega)
zeta_delta = delta / viscous_length
velocity_ratio = unit_flow(zeta_delta)[4] / (-a * zeta_delta**2)

print(f"Radial wall shear a = {a:.5f} (dimensionless)")
print(f"Angular wall shear b = {b:.5f} (dimensionless)")
print(f"Gamma(4/3) = {gamma(4/3):.5f} (dimensionless)")
print(f"Levich coefficient K, omega in rad/s = {K:.5f} (dimensionless)")
print(f"Coefficient with speed in rpm = {K*np.sqrt(2*np.pi/60):.5f}")
print(f"Thickness coefficient 1/K = {1/K:.4f} (dimensionless)")
print(f"Schmidt correction coefficient k = {k_sc:.4f} (dimensionless)")
print(f"c/c_bulk at z = delta = {c_at_delta:.4f} (dimensionless)")
print(f"Parabolic-flow flux, numeric/formula = "
      f"{flux_parabola/flux_formula:.6f}")
print(f"Speed exponent from full flow = {speed_power:.5f}")
print(f"Largest error of corrected formula = {100*largest_error:.3f} %")
print(f"Finite disk: largest deviation inside 0.8 radius = "
      f"{100*inner_deviation:.3f} %")
print(f"Electrons per ion n = {n}")
print(f"Faraday constant = {faraday:.2f} C/mol")
print(f"Diffusivity D = {D:.1e} cm^2/s")
print(f"Kinematic viscosity nu = {nu:.3f} cm^2/s")
print(f"Bulk concentration = {c_bulk:.1e} mol/cm^3")
print(f"Disk radius = {radius:.2f} cm")
print(f"Disk area = {area:.5f} cm^2")
print(f"Rotation speed = {rpm:.0f} rpm")
print(f"Angular speed omega = {omega:.2f} rad/s")
print(f"Schmidt number = {Sc:.0f} (dimensionless)")
print(f"Reynolds number r^2 omega/nu = {radius**2*omega/nu:.0f}")
print(f"Viscous length sqrt(nu/omega) = {viscous_length*1e4:.2f} um")
print(f"Diffusion-layer thickness delta = {delta*1e4:.2f} um")
print(f"Disk radius/delta = {radius/delta:.0f} (dimensionless)")
print(f"Full axial speed/parabola at delta = {velocity_ratio:.4f}")
print(f"Mass-transfer coefficient D/delta = {transfer:.4e} cm/s")
print(f"Levich current density = {1e3*j_levich:.2f} mA/cm^2")
print(f"Levich total current = {1e3*j_levich*area:.3f} mA")
print(f"Corrected current density = {1e3*j_corrected:.2f} mA/cm^2")
print(f"Full-flow current density = {1e3*j_full:.2f} mA/cm^2")
print(f"Levich excess over full flow = {100*(j_levich/j_full-1):.2f} %")
for speed in (400, 900, 1600, 2500):
    omega_i = 2 * np.pi * speed / 60
    j_i = n * faraday * c_bulk * levich_transfer(omega_i, nu, D)
    print(f"Levich current density at {speed} rpm = {1e3*j_i:.2f} mA/cm^2")
print("verified")
```

Output:

```
Radial wall shear a = 0.51023 (dimensionless)
Angular wall shear b = 0.61592 (dimensionless)
Gamma(4/3) = 0.89298 (dimensionless)
Levich coefficient K, omega in rad/s = 0.62045 (dimensionless)
Coefficient with speed in rpm = 0.20078
Thickness coefficient 1/K = 1.6117 (dimensionless)
Schmidt correction coefficient k = 0.2980 (dimensionless)
c/c_bulk at z = delta = 0.8529 (dimensionless)
Parabolic-flow flux, numeric/formula = 1.000000
Speed exponent from full flow = 0.50000
Largest error of corrected formula = 0.148 %
Finite disk: largest deviation inside 0.8 radius = 0.013 %
Electrons per ion n = 2
Faraday constant = 96485.33 C/mol
Diffusivity D = 1.0e-05 cm^2/s
Kinematic viscosity nu = 0.010 cm^2/s
Bulk concentration = 1.0e-05 mol/cm^3
Disk radius = 0.25 cm
Disk area = 0.19635 cm^2
Rotation speed = 1600 rpm
Angular speed omega = 167.55 rad/s
Schmidt number = 1000 (dimensionless)
Reynolds number r^2 omega/nu = 1047
Viscous length sqrt(nu/omega) = 77.25 um
Diffusion-layer thickness delta = 12.45 um
Disk radius/delta = 201 (dimensionless)
Full axial speed/parabola at delta = 0.8998
Mass-transfer coefficient D/delta = 8.0312e-03 cm/s
Levich current density = 15.50 mA/cm^2
Levich total current = 3.043 mA
Corrected current density = 15.05 mA/cm^2
Full-flow current density = 15.03 mA/cm^2
Levich excess over full flow = 3.13 %
Levich current density at 400 rpm = 7.75 mA/cm^2
Levich current density at 900 rpm = 11.62 mA/cm^2
Levich current density at 1600 rpm = 15.50 mA/cm^2
Levich current density at 2500 rpm = 19.37 mA/cm^2
verified
```
